# Why the Average Normal Field Counts Half the Inversion Charge

**Q:** Mobility in a transistor channel is often plotted against an "effective field" that counts the depletion charge fully and the inversion charge by half. The half looks like a crude guess at where the electrons sit. Why should it survive a change in their depth profile?

**A:** First we must fix which field is meant. Take a planar n-channel on a p-type semiconductor. Let \(z\) be the depth below the oxide interface, \(n(z)\) the electron density, and
\[
N=\int_0^\infty n(z)\,dz
\]
the number of electrons per area. Everything is uniform along the plane, and the semiconductor has one permittivity \(\kappa\). I use Gaussian units, with \(e>0\), so an electron has charge \(-e\).

Let \(F(z)\) be the normal mean field, positive when it points into the semiconductor. The force on an electron is then \(-eF\), towards the oxide. The quantity in question is the average over electrons,
\[
\langle F\rangle=\frac1N\int_0^\infty n(z)F(z)\,dz .
\]

**Q:** Why weight by density? An average over depth would be simpler.

**A:** Because we want the field felt by a typical electron. The depth average does depend on the profile, as I can show once we have the field.

**Q:** Then find the field. The gate charge must enter somewhere.

**A:** It need not, if Gauss's law is applied from below. Take a box of area \(A\) whose upper face is at depth \(z\) and whose lower face lies in the neutral bulk, where the field is zero. The outward normal of the upper face points towards the oxide, so the outgoing flux of \(\kappa F\) is \(-\kappa F(z)A\).

Inside the box are the electrons deeper than \(z\), numbering
\[
M(z)=\int_z^\infty n(z')\,dz'
\]
per area, and the charged acceptors. Let these have uniform density \(N_A\) down to a sharp depletion edge at \(W\), with no holes above that edge. For \(z<W\), Gauss's law reads
\[
-\kappa F(z)A=4\pi(-e)A\,[M(z)+N_A(W-z)],
\]
and therefore
\[
F(z)=\frac{4\pi e}{\kappa}\,[M(z)+N_A(W-z)] .
\]
The gate charge is not neglected. If the oxide and its interface hold no charge, overall neutrality makes it equal and opposite to all the charge in the semiconductor, and Gauss's law applied from the gate side gives the same \(F(z)\).

**Q:** The first term still contains the unknown profile. Where does the profile drop out?

**A:** In the average. Differentiating \(M\) with respect to its lower limit gives \(dM/dz=-n\). Hence
\[
\int_0^\infty nM\,dz=-\int_0^\infty M\frac{dM}{dz}\,dz
=-\frac12\Big[M^2\Big]_0^\infty .
\]
At the interface all electrons lie deeper, so \(M(0)=N\). Far down none do, so \(M(\infty)=0\). The integral is \(N^2/2\), and dividing by \(N\) gives
\[
\frac1N\int_0^\infty nM\,dz=\frac N2 .
\]
Only the end values of \(M\) matter, and these are the same for every profile holding \(N\) electrons.

**Q:** That is short enough to make me suspicious. Can you say it without the integral?

**A:** Choose two thin sheets of electrons at different depths. The field here is counted from the field-free bulk upwards, so the deeper sheet contributes to the field at the shallower one, but not the reverse. Each pair of electrons therefore contributes once, not twice. There are about \(N^2/2\) pairs, shared among \(N\) electrons, which leaves \(N/2\) per electron.

An explicit case agrees. For \(n=(N/a)e^{-z/a}\) we have \(M=Ne^{-z/a}\), and
\[
\frac1N\int_0^\infty \frac{N^2}{a}e^{-2z/a}\,dz=\frac Na\cdot\frac a2=\frac N2 .
\]
The length \(a\) has cancelled. Letting \(a\to0\) gives a charged sheet, whose electrons feel the mean of the fields on its two faces.

The depth average behaves differently. Over a depth \(L\) that holds all the electrons, integration by parts gives
\[
\frac1L\int_0^L M\,dz=\frac1L\Big[zM\Big]_0^L+\frac1L\int_0^L zn\,dz=\frac{N\langle z\rangle}{L},
\]
where \(\langle z\rangle\) is the mean electron depth. This changes with the profile.

**Q:** I would like to see a profile that is not so convenient.

**A:** The field was also found by solving Poisson's equation on a mesh with fixed potentials at both ends, and then removing the field entering from below. The inversion weight came out as 0.50000 for an exponential, for \(z^2e^{-2z}\) with \(z\) in nm, and for a profile with two separate humps. For a uniform slab it was 0.50083.

**Q:** So the slab fails in the fourth digit.

**A:** The mesh does that. The slab was 3 nm thick and the step 0.005 nm, so its charge sat on 600 mesh points. The field was read halfway between points. The uppermost reading sees 600 charges below it and the lowest sees 1. Their mean is \(601/2=300.5\), and \(300.5/600=0.50083\). The excess, \(1/1200\), vanishes as the step goes to zero.

**Q:** Now the acceptors. Does the depletion charge really count fully?

**A:** Not quite. Averaging the second term over the electrons, all of which must lie above \(W\), gives
\[
\frac1N\int_0^\infty n\,N_A(W-z)\,dz=N_AW-N_A\langle z\rangle .
\]
With \(N_{\rm dep}=N_AW\), the complete result is
\[
\boxed{\;\langle F\rangle=\frac{4\pi e}{\kappa}\left[\frac N2+N_{\rm dep}-N_A\langle z\rangle\right]\;}
\]
Acceptors shallower than an electron do not contribute to its field, which is why the last term is subtracted. The usual rule drops it. This term does depend on the profile, through \(\langle z\rangle\), and \(W\) may too if the voltages are held fixed. What does not depend on the profile is the factor one half multiplying \(N\).

**Q:** What if the field below the layer is not zero, as in a thin silicon body with a second gate?

**A:** Let \(F_b\) be the field at the back of an undoped body. The lower face of the Gauss box now carries flux \(+\kappa F_bA\), so
\[
F(z)=F_b+\frac{4\pi e}{\kappa}M(z),\qquad
\langle F\rangle=F_b+\frac{2\pi eN}{\kappa}.
\]
The back field enters with weight one and the inversion charge still with one half.

For two identical gates at equal voltage, symmetry requires the front field to be \(-F_b\). Setting \(z=0\) gives \(-F_b=F_b+4\pi eN/\kappa\), so \(F_b=-2\pi eN/\kappa\) and \(\langle F\rangle=0\). Electrons near either surface are pulled towards that surface, and the signed forces cancel. The theorem holds, but its average no longer measures how hard electrons press on one interface.

**Q:** You say "press on". Why should an electrostatic average matter for scattering?

**A:** Consider one subband with a hard wall at \(z=0\). Its real, normalized wavefunction obeys
\[
-\frac{\hbar^2}{2m_z}\psi''+(V-E)\psi=0,\qquad \psi(0)=0,
\]
where \(m_z\) is the mass normal to the interface and \(V\) is the electron's potential energy in the mean field, with \(V'=eF\). Multiply by \(\psi'\), and use \(\psi'\psi''=\tfrac12(\psi'^2)'\) and \(\psi\psi'=\tfrac12(\psi^2)'\). Integrating from the wall to infinity gives
\[
-\frac{\hbar^2}{4m_z}\Big[\psi'^2\Big]_0^\infty
+\frac12\Big[(V-E)\psi^2\Big]_0^\infty
-\frac12\int_0^\infty V'\psi^2\,dz=0 .
\]
The wavefunction and its slope vanish far away, and \(\psi(0)=0\). The first term becomes \(+\hbar^2\psi'(0)^2/4m_z\) and the second vanishes. Multiplying by two,
\[
\frac{\hbar^2}{2m_z}\psi'(0)^2=e\int_0^\infty F\psi^2\,dz=e\langle F\rangle_k ,
\]
where \(k\) labels the subband. In a stationary state the push of the wall balances the average pull of the field.

**Q:** That is a force on a flat wall. Roughness means that the wall moves.

**A:** Move it inwards by a small \(\delta\), keeping \(V\) fixed. Let \(\chi\) and \(E'\) be the new state and energy. Multiply the equation for \(\chi\) by \(\psi\), the equation for \(\psi\) by \(\chi\), subtract, and integrate from \(\delta\):
\[
(E'-E)\int_\delta^\infty\psi\chi\,dz
=-\frac{\hbar^2}{2m_z}\Big[\psi\chi'-\chi\psi'\Big]_\delta^\infty
=\frac{\hbar^2}{2m_z}\psi(\delta)\chi'(\delta),
\]
since \(\chi(\delta)=0\). To first order \(\psi(\delta)=\delta\,\psi'(0)\), \(\chi'(\delta)=\psi'(0)\), and the overlap is 1. Thus
\[
E'-E=\delta\,\frac{\hbar^2}{2m_z}\psi'(0)^2=\delta\,e\langle F\rangle_k .
\]
If the interface height varies slowly along the channel and \(V\) is still held fixed, the subband energy varies with it, and \(e\langle F\rangle_k\) is the energy change per unit height, to first order in the height. This is the unscreened disturbance. In a real channel the charges readjust, which changes \(V\) and can weaken the disturbance considerably. In the lowest order of perturbation theory the scattering rate within the subband goes as its square, with the roughness and the other factors held fixed.

**Q:** But that is the average for one subband. Does each subband obey the half rule?

**A:** No. If subband \(k\) holds \(N_k\) electrons, then
\[
\frac1N\sum_kN_k\langle F\rangle_k=\langle F\rangle ,
\]
and the half belongs to this total. In the example below, the lowest subband lies nearest the wall and has more electrons below it than the others have. Moreover, the average of the squares \(\langle F\rangle_k^2\) is in general not the square of \(\langle F\rangle\). The effective field is thus a useful single measure of roughness scattering when one subband dominates, but not a complete theory of mobility.

**Q:** Give me numbers for a channel under a high-k stack.

**A:** Take a silicon (100) channel at 300 K, with a silicon-dioxide interlayer under the high-k film. Let \(N=8\times10^{12}\ \mathrm{cm^{-2}}=0.08\ \mathrm{nm^{-2}}\), \(N_A=10^{18}\ \mathrm{cm^{-3}}=10^{-3}\ \mathrm{nm^{-3}}\) and \(\kappa=11.7\). Two valleys have normal mass \(0.916\,m_0\) and four have \(0.190\,m_0\), with \(m_0\) the free-electron mass. The density-of-states masses in the plane are \(0.190\,m_0\) for the two valleys and \(0.417\,m_0\) for the four. These are rough typical values.

The Schrödinger and Poisson equations were solved together, with a hard wall and Fermi occupation of the subbands. They give \(\langle z\rangle=1.30\) nm and \(W=38.4\) nm.

**Q:** How was \(W\) decided?

**A:** By the total band bending at zero substrate bias. Integrating \(eF\) from the surface to \(W\), and using \(\int M\,dz=N\langle z\rangle\), gives
\[
V(W)-V(0)=\frac{4\pi e^2}{\kappa}\left[N\langle z\rangle+\frac{N_AW^2}{2}\right].
\]
With \(e^2=1.440\) eV nm, the prefactor is 1.547 eV nm. The two terms are 0.16 and 1.14 eV, together 1.30 eV. In the bulk the conduction edge was set 1.03 eV above the Fermi level, so the Fermi level lies 0.27 eV above the conduction edge at the surface. The solution adjusts \(W\) until this level also holds \(N\) electrons.

**Q:** And the average field?

**A:** The depletion density is \(N_{\rm dep}=3.84\times10^{12}\ \mathrm{cm^{-2}}\). A force of 1 eV/nm corresponds to 10 MV/cm, so the parts are
\[
\begin{aligned}
\text{inversion:}\quad &10\times1.547\times0.0400=0.619\ \mathrm{MV/cm},\\
\text{depletion:}\quad &10\times1.547\times0.0384=0.594\ \mathrm{MV/cm},\\
\text{correction:}\quad &-10\times1.547\times0.0013=-0.020\ \mathrm{MV/cm}.
\end{aligned}
\]
Their sum is \(\langle F\rangle=1.193\) MV/cm, or 3978 statV/cm. The usual rule gives 1.213 MV/cm, which is 1.7% above the full result.

**Q:** You have used the charge formula to evaluate the charge formula.

**A:** The wall force offers another route. Taking \(\psi'(0)\) from each computed wavefunction and averaging over the populations gives 1.1933 MV/cm, against 1.1927 from the charges. The mismatch, relative to the charge formula, is \(5.5\times10^{-4}\) at a step of 0.025 nm and \(2.2\times10^{-3}\) at 0.05 nm. It falls fourfold when the step is halved, as expected of an error quadratic in the step. The same halving moves the mean depth by \(4\times10^{-4}\) nm.

**Q:** How far do the single subbands stray from one half?

**A:** With the hard wall, the lowest holds 84.4% of the electrons and has inversion weight 0.551. All the others together have 0.223. The population average is
\[
0.844\times0.551+0.156\times0.223=0.500 .
\]

The pair argument explains the split. Within the lowest subband, pairs contribute \(0.844/2=0.422\) to its weight. The remaining 0.129 comes from electrons of other subbands lying deeper. Since those make up 0.156 of the total, they are the deeper partner in \(0.129/0.156\), or 83%, of the mixed pairs.

The lowest subband's own average field is 1.259 MV/cm, 5.5% above \(\langle F\rangle\). Its square is 11% above \(\langle F\rangle^2\), so the common average would put the unscreened roughness scattering within that subband about 10% too low.

**Q:** Real electrons leak into the oxide, where the permittivity is different. Does the half survive that?

**A:** For the displacement \(\kappa F\) it does, since Gauss's law fixes the displacement and the integral over \(M\) is unchanged. For the field it does not. Let a fraction \(p\) of the electrons lie in an oxide of permittivity \(\kappa_{\rm ox}\) at \(z<0\). Now \(M(0)=(1-p)N\), and the integral splits into
\[
\int_0^\infty nM\,dz=\frac{N^2}{2}(1-p)^2,\qquad
\int_{-\infty}^0 nM\,dz=\frac{N^2}{2}\left[1-(1-p)^2\right].
\]
The first part is divided by \(\kappa\) and the second by \(\kappa_{\rm ox}\). Relative to \(4\pi eN/\kappa\), the inversion weight is
\[
w=\frac12\left\{(1-p)^2+\frac{\kappa}{\kappa_{\rm ox}}\left[1-(1-p)^2\right]\right\}
\approx\frac12+p\left(\frac{\kappa}{\kappa_{\rm ox}}-1\right)
\]
for small \(p\). An oxide with \(\kappa_{\rm ox}<\kappa\) raises the weight, and one with \(\kappa_{\rm ox}>\kappa\) lowers it. For a trial profile with \(p=0.0385\) and \(\kappa_{\rm ox}=3.9\), this formula and a direct Poisson solution both give 0.576.

In the silicon example, a barrier of 3.1 eV and an oxide mass of \(0.5\,m_0\) give \(p=0.0031\), with the hard-wall potential held fixed. The weight becomes 0.506, adding 0.008 MV/cm. The leaked electrons also feel the depletion field multiplied by \(\kappa/\kappa_{\rm ox}=3\), which adds \(2\times0.0031\times0.594=0.004\) MV/cm. Together this is 1% of \(\langle F\rangle\) at fixed \(N_{\rm dep}\). If the potential is allowed to readjust, \(W\) shrinks to 38.1 nm and the net rise is 0.008 MV/cm, or 0.7%. The populations are more sensitive to the barrier than the average field is: the share of the lowest subband falls from 84.4% to 71.5%, and its own field lies 6.4% above \(\langle F\rangle\) instead of 5.5%.

**Q:** Electrons are also particles, not smooth sheets.

**A:** That limits the meaning of "mean field". An electron polarizes the interface and feels its own image. If an oxide fills the whole space above the silicon, the image charge is \(-e(\kappa-\kappa_{\rm ox})/(\kappa+\kappa_{\rm ox})\) at distance \(2z\). Its contribution to the normal field is
\[
-\frac{e}{\kappa}\,\frac{\kappa-\kappa_{\rm ox}}{\kappa+\kappa_{\rm ox}}\,\frac1{4z^2}.
\]
For \(\kappa_{\rm ox}<\kappa\) the image repels the electron from the interface.

Averaged over the computed profile, held fixed and without screening, this lowers the pull towards the oxide by 0.31 MV/cm for \(\kappa_{\rm ox}=3.9\). For a high-k dielectric with \(\kappa_{\rm ox}=20\) it raises the pull by 0.16 MV/cm. These are 26% and 14% of \(\langle F\rangle\), the largest of the effects estimated here. They leave the mean-field theorem intact but change the force on the wall. If the profile is allowed to relax in the unscreened image potential, the wall force lies 0.27 MV/cm below \(\langle F\rangle\) for \(\kappa_{\rm ox}=3.9\) and 0.18 MV/cm above it for \(\kappa_{\rm ox}=20\). Screening, the layered stack, the metal gate and exchange-correlation would all alter them, so neither number is a prediction for a device.

Lateral disorder is another limit. If density and field vary along the plane, the average of \(nF\) contains the correlation of their fluctuations, which the plane-averaged Gauss law does not supply. In a uniform medium the part due to the electrons alone is zero, because their mutual forces cancel in pairs. Image charges at the interface and unevenly placed fixed charges can leave a remainder.

**Q:** How close is your example to a real transistor?

**A:** The doping and electron density are in the range of planar bulk transistors with high-k gates. The computed interlayer field is 5.5 MV/cm, below the roughly 10 MV/cm at which silicon dioxide breaks down. Real doping is seldom uniform. If the layer holding the electrons were free of acceptors, at the same \(N_{\rm dep}\), the correction would vanish and \(\langle F\rangle\) would rise by 0.020 MV/cm. The depletion edge is also not sharp. With thermally distributed holes, integrating Poisson's equation through a depletion bending \(u\gg k_BT\) gives
\[
\frac{\kappa F^2}{8\pi N_A}=\int_0^u\left(1-e^{-u'/k_BT}\right)du'\approx u-k_BT ,
\]
so \(N_{\rm dep}\propto\sqrt{u-k_BT}\). At fixed bending this lowers \(\langle F\rangle\) by 0.007 MV/cm. Undoped fins and thin undoped bodies are not described by these numbers. They lack this depletion charge, and any back field or second gate must be included.

**Q:** Suppose a mobility curve looks better with one third in place of one half. Has the theorem failed?

**A:** No. A weight chosen to make mobility curves coincide is a fitted parameter. It may absorb subband structure, screening and several scattering mechanisms, but the quantity it defines is not the density-averaged field. For that average, under the conditions stated, Gauss's law leaves no weight to adjust. The remaining values for this example are in the numerical output.

## Table of computed values

```
INVERSION WEIGHT FROM POISSON SOLVES
  exponential: 0.50000
  z^2 exp(-2z): 0.50000
  uniform slab: 0.50083
  two humps: 0.50000
Test profile leaking into oxide, share: 0.0385
  its weight, Poisson solve: 0.5756
  its weight, formula: 0.5756
SILICON CHANNEL, INPUTS
Temperature: 300 K
Inversion density N: 8.00e+12 cm^-2
Acceptor density N_A: 1.0e+18 cm^-3
Permittivity Si, interlayer, high-k: 11.7, 3.9, 20.0
Valleys 2: normal mass 0.916, DOS mass 0.190 m0
Valleys 4: normal mass 0.190, DOS mass 0.417 m0
Bulk conduction edge above Fermi level: 1.03 eV
Oxide barrier: 3.1 eV, oxide mass: 0.5 m0
e^2: 1.43996 eV nm; 4 pi e^2/kappa: 1.5466 eV nm
SILICON CHANNEL, RESULTS
Depletion depth W: 38.41 nm
Depletion density N_dep: 3.841e+12 cm^-2
Mean electron depth: 1.300 nm
Acceptor correction N_A<z>: 1.30e+11 cm^-2
Inversion part of <F>: 0.6186 MV/cm
Depletion part, N_dep only: 0.5941 MV/cm
Acceptor correction: -0.0201 MV/cm
Average field <F>: 1.1927 MV/cm
Average field <F>: 3978.3 statV/cm
Usual rule N/2 + N_dep: 1.2128 MV/cm
Average field from wall forces: 1.1933 MV/cm
  relative mismatch, step 0.025 nm: 5.5e-04
  relative mismatch, step 0.05 nm: 2.2e-03
Surface field in silicon: 1.831 MV/cm
Interlayer field: 5.49 MV/cm
Lowest subband, share of electrons: 0.844
Lowest subband, own average field: 1.2586 MV/cm
Inversion weight, lowest subband: 0.5511
Inversion weight, all other subbands: 0.2232
CONVERGENCE (shift of <F>, shift of mean depth)
Step 0.05 to 0.025 nm: -4.3e-07 MV/cm, 3.6e-04 nm
Box 24 to 30 nm, levels 7 to 10 per ladder: -1.4e-08 MV/cm, 2.9e-07 nm
NEGLECTED EFFECTS
Share of electrons in interlayer: 0.00314
  shift of share, step 0.05 to 0.025 nm: -1.9e-05
  inversion weight with this share: 0.5063
  change of <F>: 0.0078 MV/cm
Thermal depletion tail, change of <F>: -0.0068 MV/cm
Own-image field, unscreened, + lowers the pull to the oxide:
  interlayer filling the upper side: 0.310 MV/cm
  high-k filling the upper side: -0.162 MV/cm
```
